# Scissors correction in second-harmonic generation: shifted energies and the generalized derivative: a numerical check

```python
# Scissors operator S(k) = Delta*(1 - P_k) (P = valence projector) in second-harmonic
# generation. Atomic units, electron charge -1, local H0 = p^2/2 + V in plane waves.
# Symbols: om_nm = e_n - e_m, f_mn = f_m - f_n, Om_nm = om_nm + Delta*f_mn,
#   r_nm = v_nm/(i om_nm), r^b_{nm;a} generalized derivative, D^a_nm = v^a_nn - v^a_mm,
#   W^{ab} = d_a d_b S.  E(t) = E exp(-iwt) + cc, P(2w) = chi2 E^2, spin factor 2.
# Under test: r and r_{;a} are unchanged by S; the sum rule for r_{;a} with shifted
# energies needs the term -iW/Om; chi2 with unshifted r, r_{;k} and shifted energies
# (recipe C) equals a Floquet solution of H^S(k + A(t)); keeping momenta and shifting
# energies (recipe A) or rescaling velocities and dropping W (recipe B) does not;
# chi_B - chi_C = 2 int dk/2pi sum_cv 3 Om Re(r_vc W_cv)/((Om^2-4w^2)(Om^2-w^2)).
import numpy as np
from scipy.constants import physical_constants as pc, e as qe, epsilon_0

def dag(X): return np.conj(np.swapaxes(X, -1, -2))

def model(ints, bvec, comps):
    ints = np.array(ints); N = len(ints); V = np.zeros((N, N), complex)
    for i in range(N):
        for j in range(N):
            d = tuple(int(x) for x in ints[i] - ints[j]); md = tuple(-x for x in d)
            if d in comps: V[i, j] = comps[d]
            elif md in comps: V[i, j] = np.conj(comps[md])
    return ints * np.array(bvec), V

def ham(M, k):
    G, V = M
    kin = 0.5 * ((k[..., None, :] + G) ** 2).sum(-1)
    return V + kin[..., :, None] * np.eye(len(G))

def sciss(M, k, nocc, D):
    Uv = np.linalg.eigh(ham(M, k))[1][..., :nocc]
    return D * (np.eye(len(M[0])) - Uv @ dag(Uv))

def deriv(fun, k, a, h):  # sixth-order central difference along axis a
    s = np.zeros(k.shape[-1]); s[a] = h
    return sum(c * (fun(k + j * s) - fun(k - j * s))
               for j, c in ((1, 0.75), (2, -0.15), (3, 1 / 60))) / h

def bands(M, k, nocc, D):
    G = M[0]; N = len(G); I = np.eye(N)
    en, U = np.linalg.eigh(ham(M, k))
    v = [dag(U) @ ((k[..., None, a] + G[:, a])[..., :, None] * U) for a in range(G.shape[1])]
    om = en[..., :, None] - en[..., None, :]
    f = (np.arange(N) < nocc) * 1.0; fmn = f[None, :] - f[:, None]
    Om = om + D * fmn
    vd = [np.real(np.diagonal(x, axis1=-2, axis2=-1)) for x in v]
    return dict(U=U, om=om, Om=Om, f=f, fmn=fmn, vd=vd,
                dl=[x[..., :, None] - x[..., None, :] for x in vd],
                r=[x / (1j * (om + I)) * (1 - I) for x in v],
                rA=[x / (1j * (Om + I)) * (1 - I) for x in v])

def sumrule(r, dl, om, a, b, w=0.0):
    I = np.eye(om.shape[-1]); vb = 1j * om * r[b]
    return (-1j * w - dl[a] * r[b] - dl[b] * r[a] + r[a] @ vb - vb @ r[a]) / (om + I) * (1 - I)

def check_identities(M, k0, nocc, D, nb=4, h=2e-3):
    B = bands(M, k0, nocc, D); U0 = B['U']; I = np.eye(len(U0)); r, fmn = B['r'], B['fmn']
    S = lambda k: sciss(M, k, nocc, D)
    HS = lambda k: ham(M, k) + S(k)
    def r_sc(k, b):  # dipole from H^S itself, parallel-transport gauge about k0
        en, U = np.linalg.eigh(HS(k)); ph = np.diag(dag(U0) @ U)
        U = U * np.exp(-1j * np.angle(ph))
        return dag(U) @ deriv(HS, k, b, h) @ U / (1j * (en[:, None] - en[None, :] + I)) * (1 - I)
    rel = lambda X, Y: np.abs(X - Y)[:nb, :nb].max() / np.abs(Y)[:nb, :nb].max()
    worst, naive = 0.0, np.inf; d = len(k0); cr = np.abs(fmn)
    for a in range(d):
        for b in range(d):
            rk_def = deriv(lambda k: r_sc(k, b), k0, a, h)
            W = dag(U0) @ deriv(lambda k: deriv(S, k, b, h), k0, a, h) @ U0
            rk0 = sumrule(r, B['dl'], B['om'], a, b)
            Wf = 1j * D * fmn * rk0 + D * (r[a] @ (fmn * r[b]) - (fmn * r[b]) @ r[a])
            errs = [rel(r[b], r_sc(k0, b)), rel(rk0, rk_def), rel(Wf, W),
                    rel(sumrule(r, B['dl'], B['Om'], a, b, W), rk_def)]
            worst = max(worst, max(errs))
            naive = min(naive, rel(cr * sumrule(r, B['dl'], B['Om'], a, b), cr * rk_def))
    assert worst < 1e-6
    assert naive > 1e-3
    return worst, naive

def kgrid(nk): return ((np.arange(nk) + 0.5) / nk - 0.5)[:, None] * G0

def chi2_length(w, r, rk, B):
    Om, fmn, f = B['Om'], B['fmn'], B['f']; cr = fmn != 0
    d1 = np.where(cr, w - Om, 1.0); d2 = np.where(cr, 2 * w - Om, 1.0)
    rho1 = fmn * r / d1
    v = 1j * Om * r + B['vd'][0][..., None] * np.eye(len(f))
    der = 1j * fmn * rk / d1 / d2
    rest = cr * (1j * fmn * r * B['dl'][0] / d1 ** 2 + r @ rho1 - rho1 @ r) / d2
    rest = rest + (1 - f[:, None] - f[None, :]) * (rho1 @ rho1)
    pre = 2 / (alat * len(r)) / (2j * w)
    return pre * np.einsum('kmn,knm->', v, der), pre * np.einsum('kmn,knm->', v, rest)

def recipes(w, nocc, D, nk):
    B = bands(M1, kgrid(nk), nocc, D); out = {}
    for name, r, en in (('C', B['r'], B['om']), ('B', B['r'], B['Om']), ('A', B['rA'], B['Om'])):
        p = chi2_length(w, r[0], sumrule(r, B['dl'], en, 0, 0), B)
        tot = p[0] + p[1]; assert abs(tot.imag) < 1e-7 * abs(tot)
        Oc = B['Om'][:, nocc:, :nocc]
        c1 = 2 / (alat * nk) * (2 * Oc * np.abs(r[0][:, nocc:, :nocc]) ** 2 / (Oc ** 2 - w * w)).sum()
        out[name] = (tot.real, c1, p[0].real, p[1].real)
    return out

def floquet_once(w, nocc, D, nk, A0, nh=3, nt=16):
    k = kgrid(nk); G = M1[0]; N = len(G); nn = 2 * nh + 1
    kk = k[:, None, :] + A0 * np.cos(2 * np.pi * np.arange(nt) / nt)[None, :, None]
    S = lambda q: sciss(M1, q, nocc, D)
    Hm = np.fft.ifft(ham(M1, kk) + S(kk), axis=1)
    vel = (kk + G[:, 0])[..., :, None] * np.eye(N) + deriv(S, kk, 0, 3e-3)
    vm = np.fft.ifft(vel, axis=1)
    F = np.zeros((nk, nn * N, nn * N), complex)
    for i in range(nn):
        for j in range(nn):
            F[:, i*N:(i+1)*N, j*N:(j+1)*N] = Hm[:, (i - j) % nt] - (i == j) * (i - nh) * w * np.eye(N)
    eps, X = np.linalg.eigh(F); U0 = np.linalg.eigh(ham(M1, k))[1]
    ov = np.abs(dag(U0[:, :, :nocc]) @ X[:, nh*N:(nh+1)*N, :]) ** 2
    J = {1: 0.0, 2: 0.0}; ik = np.arange(nk)
    for vb in range(nocc):
        s = ov[:, vb].argmax(-1); assert ov[:, vb].max(-1).min() > 0.9
        x = np.linalg.solve(F - (eps[ik, s] + 1e-10)[:, None, None] * np.eye(nn * N),
                            X[ik, :, s][..., None])[..., 0]  # inverse-iteration polish
        ph = (x / np.linalg.norm(x, axis=1, keepdims=True)).reshape(nk, nn, N)
        for p in J:
            for i in range(nn):
                for j in range(nn):
                    J[p] -= 2 / (alat * nk) * np.einsum('ka,kab,kb->', ph[:, i].conj(),
                                                        vm[:, (p + i - j) % nt], ph[:, j])
    E = 1j * w * A0 / 2
    return np.array([J[2] / (-2j * w * E * E), J[1] / (-1j * w * E)])

def floquet(w, nocc, D, nk, A0=4e-3):  # Richardson extrapolation to zero amplitude
    return ((4 * floquet_once(w, nocc, D, nk, A0 / 2) - floquet_once(w, nocc, D, nk, A0)) / 3).real

def error_B(w, nocc, D, nk):  # closed error formula with W from differences of the projector
    k = kgrid(nk); B = bands(M1, k, nocc, D); S = lambda q: sciss(M1, q, nocc, D)
    W = dag(B['U']) @ deriv(lambda q: deriv(S, q, 0, 2e-3), k, 0, 2e-3) @ B['U']
    O = B['Om'][:, nocc:, :nocc]
    X = np.real(np.conj(B['r'][0][:, nocc:, :nocc]) * W[:, nocc:, :nocc])
    return 2 / (alat * nk) * (3 * O * X / ((O**2 - 4*w*w) * (O**2 - w*w))).sum()

alat, V1, V2, Delta, w0, nk, aperp = 6.0, 0.06, 0.08, 0.04, 0.03, 64, 6.0
G0 = 2 * np.pi / alat
M1 = model([(n,) for n in range(-5, 6)], [G0], {(1,): V1, (2,): 1j * V2})
M2 = model([(i, j) for i in range(-2, 3) for j in range(-2, 3)], [1.0, 1.3],
           {(1, 0): 0.06, (0, 1): 0.05 * np.exp(0.7j), (1, 1): 0.04 * np.exp(1.9j),
            (1, -1): 0.03 * np.exp(-0.4j), (2, 0): 0.03j})
eV = pc['Hartree energy in eV'][0]
pmV = qe / pc['atomic unit of electric field'][0]**2 / epsilon_0 / (aperp * pc['Bohr radius'][0])**2 * 1e12
print(f"a = {alat} bohr, G = {G0:.5f} 1/bohr, V1 = {V1} Ha, V2 = {V2} Ha, phase pi/2")
print(f"plane waves = {len(M1[0])}, k points = {nk}, chain spacing = {aperp} bohr")
print(f"Delta = {Delta} Ha = {Delta*eV:.3f} eV, w = {w0} Ha = {w0*eV:.3f} eV")
ee = np.linalg.eigvalsh(ham(M1, np.array([G0 / 2]))); gap = ee[1] - ee[0]
print(f"gap at zone edge = {gap:.5f} Ha = {gap*eV:.3f} eV")
print(f"scissored gap = {gap+Delta:.5f} Ha = {(gap+Delta)*eV:.3f} eV")
print(f"1 a.u. of chain chi2 = {pmV:.5f} pm/V")

k0 = np.array([0.4 * G0])
for lab, res in (("2D, 2 filled", check_identities(M2, np.array([0.35, 0.30]), 2, 0.05)),
                 ("1D, 1 filled", check_identities(M1, k0, 1, Delta))):
    print(f"{lab}: identities max rel err {res[0]:.1e}; rule without W min rel err {res[1]:.3f}")

B = bands(M1, k0, 1, Delta); r = B['r'][0]; c, v = 1, 0
rk = sumrule(B['r'], B['dl'], B['om'], 0, 0); rkB = sumrule(B['r'], B['dl'], B['Om'], 0, 0)
T = 1j * Delta * (r @ (B['fmn'] * r) - (B['fmn'] * r) @ r)[c, v] / B['Om'][c, v]
ratio = B['om'][c, v] / B['Om'][c, v]
assert abs(rkB[c, v] - ratio * rk[c, v] - T) < 1e-10 * abs(rk[c, v])
print(f"k = 0.4 G: om_cv = {B['om'][c,v]:.5f} Ha, Om_cv = {B['Om'][c,v]:.5f} Ha, om/Om = {ratio:.5f}")
print(f"  |r_cv| = {abs(r[c,v]):.5f} bohr, recipe A |r_cv| = {abs(B['rA'][0][c,v]):.5f} bohr")
print(f"  Im(r_cv;k/r_cv) exact = {(rk[c,v]/r[c,v]).imag:.5f} bohr")
print(f"  Im(r_cv;k/r_cv) recipe B = {(rkB[c,v]/r[c,v]).imag:.5f} bohr")
print(f"    rescaled piece = {(ratio*rk[c,v]/r[c,v]).imag:.5f} bohr, three-band piece = {(T/r[c,v]).imag:.5f} bohr")

tol = 3e-4  # limited by amplitude extrapolation and round-off in the Floquet current
store = {}
for nocc, D, w, n in ((1, 0.0, w0, nk), (1, Delta, w0, nk), (1, Delta, 0.045, nk), (2, Delta, w0, 80)):
    R = recipes(w, nocc, D, n); F2, F1 = floquet(w, nocc, D, n); store[(nocc, D, w)] = (R, F2, F1)
    print(f"filled {nocc}, Delta {D} Ha, w {w} Ha, nk {n}: chi2 C {R['C'][0]:.4f}, Floquet {F2:.4f} a.u.")
    assert abs(R['C'][0] - F2) < tol * abs(F2)
    assert abs(R['C'][1] - F1) < 1e-5 * abs(F1) and abs(R['B'][1] - F1) < 1e-5 * abs(F1)
    if D > 0:
        eb = error_B(w, nocc, D, n)
        print(f"    chi2 B {R['B'][0]:.4f}, A {R['A'][0]:.4f}, error formula {eb:.4f} a.u.")
        assert abs(R['B'][0] - F2 - eb) < tol * abs(F2)
        assert abs(R['B'][0] - R['C'][0] - eb) < 1e-6 * abs(F2)
        assert abs(R['B'][0] / F2 - 1) > 1e-2 and abs(R['A'][0] / F2 - 1) > 1e-2
        assert abs(R['A'][1] / F1 - 1) > 1e-2

R0 = store[(1, 0.0, w0)][0]; R, F2, F1 = store[(1, Delta, w0)]
assert abs(recipes(w0, 1, Delta, 96)['C'][0] / R['C'][0] - 1) < 1e-8
print("worked example, 1 filled band, w = 0.03 Ha:")
print(f"  chi1 no scissors = {R0['C'][1]:.4f} a.u., Floquet scissored = {F1:.4f} a.u.")
print(f"  chi1 C = B = {R['C'][1]:.4f} a.u., A = {R['A'][1]:.4f} a.u., A/C = {R['A'][1]/R['C'][1]:.4f}")
print(f"  chi2 no scissors = {R0['C'][0]:.4f} a.u. = {R0['C'][0]*pmV:.3f} pm/V")
print(f"  chi2 Floquet = {F2:.4f} a.u. = {F2*pmV:.3f} pm/V")
for nm in 'CBA':
    x = R[nm]
    print(f"  chi2 {nm} = {x[0]:.4f} a.u. = {x[0]*pmV:.3f} pm/V, ratio to C = {x[0]/R['C'][0]:.4f}")
    print(f"    r;k part = {x[2]:.4f} a.u., other parts = {x[3]:.4f} a.u.")
print("w (Ha), chi2 C, B, A (a.u.), B/C, A/C")
for w in (0.002, 0.015, 0.03, 0.045, 0.06, 0.07):
    Q = recipes(w, 1, Delta, nk)
    assert abs(Q['B'][0] - Q['C'][0] - error_B(w, 1, Delta, nk)) < 1e-6 * abs(Q['C'][0])
    print(f"  {w:.3f} {Q['C'][0]:.4f} {Q['B'][0]:.4f} {Q['A'][0]:.4f} "
          f"{Q['B'][0]/Q['C'][0]:.4f} {Q['A'][0]/Q['C'][0]:.4f}")
print(f"static limit of error formula = {error_B(0.0, 1, Delta, nk):.4f} a.u.")
print("all good")
```

It prints:

```
a = 6.0 bohr, G = 1.04720 1/bohr, V1 = 0.06 Ha, V2 = 0.08 Ha, phase pi/2
plane waves = 11, k points = 64, chain spacing = 6.0 bohr
Delta = 0.04 Ha = 1.088 eV, w = 0.03 Ha = 0.816 eV
gap at zone edge = 0.12062 Ha = 3.282 eV
scissored gap = 0.16062 Ha = 4.371 eV
1 a.u. of chain chi2 = 0.67883 pm/V
2D, 2 filled: identities max rel err 4.3e-10; rule without W min rel err 0.138
1D, 1 filled: identities max rel err 1.6e-09; rule without W min rel err 0.198
k = 0.4 G: om_cv = 0.16204 Ha, Om_cv = 0.20204 Ha, om/Om = 0.80202
  |r_cv| = 2.36975 bohr, recipe A |r_cv| = 1.90059 bohr
  Im(r_cv;k/r_cv) exact = 0.09092 bohr
  Im(r_cv;k/r_cv) recipe B = 0.07436 bohr
    rescaled piece = 0.07292 bohr, three-band piece = 0.00143 bohr
filled 1, Delta 0.0 Ha, w 0.03 Ha, nk 64: chi2 C 15.5367, Floquet 15.5367 a.u.
filled 1, Delta 0.04 Ha, w 0.03 Ha, nk 64: chi2 C 8.3420, Floquet 8.3420 a.u.
    chi2 B 6.6043, A 4.9910, error formula -1.7377 a.u.
filled 1, Delta 0.04 Ha, w 0.045 Ha, nk 64: chi2 C 10.3286, Floquet 10.3286 a.u.
    chi2 B 8.1581, A 6.1467, error formula -2.1705 a.u.
filled 2, Delta 0.04 Ha, w 0.03 Ha, nk 80: chi2 C -5.0027, Floquet -5.0028 a.u.
    chi2 B -4.1515, A -3.2037, error formula 0.8512 a.u.
worked example, 1 filled band, w = 0.03 Ha:
  chi1 no scissors = 15.8512 a.u., Floquet scissored = 12.0121 a.u.
  chi1 C = B = 12.0121 a.u., A = 7.2312 a.u., A/C = 0.6020
  chi2 no scissors = 15.5367 a.u. = 10.547 pm/V
  chi2 Floquet = 8.3420 a.u. = 5.663 pm/V
  chi2 C = 8.3420 a.u. = 5.663 pm/V, ratio to C = 1.0000
    r;k part = 8.8408 a.u., other parts = -0.4988 a.u.
  chi2 B = 6.6043 a.u. = 4.483 pm/V, ratio to C = 0.7917
    r;k part = 7.1031 a.u., other parts = -0.4988 a.u.
  chi2 A = 4.9910 a.u. = 3.388 pm/V, ratio to C = 0.5983
    r;k part = 5.4058 a.u., other parts = -0.4148 a.u.
w (Ha), chi2 C, B, A (a.u.), B/C, A/C
  0.002 7.2058 5.7138 4.3270 0.7929 0.6005
  0.015 7.4589 5.9123 4.4751 0.7927 0.6000
  0.030 8.3420 6.6043 4.9910 0.7917 0.5983
  0.045 10.3286 8.1581 6.1467 0.7899 0.5951
  0.060 15.2547 11.9970 8.9913 0.7864 0.5894
  0.070 24.9951 19.5503 14.5597 0.7822 0.5825
static limit of error formula = -1.4911 a.u.
all good
```
